Unfolded Linewidths in One Supercell Are Not Yet Lifetimes

Take a disordered alloy, compute one supercell, unfold its states onto the primitive Bloch states, and read the width of the resulting band as ħ/τ. The number obtained may be the broadening typed into the plotting routine. Halve that broadening and the "lifetime" doubles, although nothing in the alloy has changed. Using the root-mean-square spread of the weights removes the arbitrary broadening but gives another wrong answer: it grows in proportion to the disorder strength, whereas the weak-disorder decay rate grows as its square.

**The belief and its appeal**

The belief is that the energy spread of unfolded weight in one supercell gives the lifetime of the Bloch state. It has a sound core. In an infinite disordered system a Bloch state is not an eigenstate. Its weight is distributed over energy, and the width of that distribution does determine a decay time. A supercell plot shows a band that is sharp without disorder and smeared with it, so it looks like the same distribution.

What is missing is the size of the cell. A finite cell has discrete levels, and their spacing sets a resolution below which the plot contains no continuous line.

A periodic chain of N sites shows the whole argument. Let

H = H₀ + V,
H₀|k⟩ = ε_k|k⟩, ε_k = −2J cos k,
V = Σ_j v_j |j⟩⟨j|.

The site energies v_j are independent, with mean zero and variance σ². The Bloch state has amplitudes e^{ikj}/√N, and kN is a multiple of 2π. Scattering is elastic; phonons and electron-electron collisions are left out. I write v without an index for dε_k/dk = 2J sin k, which is an energy because k is a phase per site. Take 0 < k < π, so v > 0.

If H|n⟩ = E_n|n⟩, the unfolded weights are w_n = |⟨k|n⟩|², with Σ_n w_n = 1, and

A(k,E) = Σ_n w_n δ(E − E_n).

A plot replaces each delta function by a Lorentzian of half width η:

A_η(k,E) = (1/π) Σ_n w_n η/[(E − E_n)² + η²].

An isolated line falls to half its height at |E − E_n| = η. Its full width is therefore 2η, whatever the disorder.

A denser mesh of supercell wave vectors does not help. The repeated cell is periodic, so its own wave vector is conserved, and a given k belongs to one such wave vector. Other mesh points supply levels for other k, not more levels for this one.

**What the rms spread measures**

The second moment of the weights can be found without diagonalization. Let v̄ = (1/N) Σ_j v_j. Each site carries probability 1/N in |k⟩, so

⟨k|H|k⟩ = ε_k + v̄.

Since H|k⟩ = (ε_k + V)|k⟩, the squared norm of this vector is

⟨k|H²|k⟩ = (1/N) Σ_j (ε_k + v_j)²
= ε_k² + 2ε_k v̄ + (1/N) Σ_j v_j².

Subtracting (ε_k + v̄)² = ε_k² + 2ε_k v̄ + v̄² leaves

Σ_n w_n (E_n − ⟨E⟩)² = (1/N) Σ_j v_j² − v̄².

This is the sample variance of the site energies. It does not depend on k, on J or on the density of final states, all of which matter for a decay rate.

The rms spread does have a meaning in time. The amplitude to remain in |k⟩ is

a(t) = ⟨k|e^{−iHt/ħ}|k⟩ = Σ_n w_n e^{−iE_n t/ħ}.

Expanding to second order and taking the squared modulus gives

|a|² = 1 − (⟨H²⟩ − ⟨H⟩²)t²/ħ² + …
≈ 1 − σ²t²/ħ²,

where the last form replaces the sample variance by σ². The spread governs the initial quadratic departure, not the later exponential decay.

**The golden-rule width**

For the decay rate, start from G(z) = (z − H)⁻¹ with z = E + iη. Then A_η = −Im G_kk/π. Let g_k = 1/(z − ε_k) and expand in V:

G_kk = g_k + g_k V_kk g_k + Σ_k' g_k V_kk' g_k' V_k'k g_k + …

The matrix element is V_kk' = (1/N) Σ_j v_j e^{−i(k−k')j}. Its mean is zero. In the mean of |V_kk'|² only equal sites survive, giving N terms σ²/N²:

⟨|V_kk'|²⟩ = σ²/N.

The averaged second-order term is thus g_k² Σ(z), with self-energy

Σ(z) = (σ²/N) Σ_k' 1/(z − ε_k').

Keeping repetitions of this process gives a geometric series:

⟨G_kk⟩ ≈ g_k + g_k²Σ + g_k³Σ² + … = 1/(z − ε_k − Σ).

Define the full width as Γ = −2 Im Σ. At E = ε_k,

Γ = (2σ²/N) Σ_k' η/[(ε_k − ε_k')² + η²].

Now let N→∞ first, so that the sum becomes an integral, and then η→0, so that η/(x² + η²) becomes πδ(x). The result is the golden rule,

Γ = 2πσ²ρ(ε_k),

where ρ is the density of states per site. Two wave vectors, k and −k, have this energy, and each contributes 1/(2πv). Hence ρ = 1/(πv) and

Γ = 2σ²/v.

Absorbing the real part of Σ into the line position, the denominator near the line is E − ε_k + i(η + Γ/2). The broadened line has full width Γ + 2η. Without η, the pole gives |a|² ≈ e^{−Γt/ħ} after the initial transient, with a prefactor that tends to one for weak disorder, so τ = ħ/Γ. This is the decay time of the Bloch-state occupation. It counts forward scattering too and is not in general a transport time.

The quadratic law and the exponential fit together. The former has decay rate 2σ²t/ħ² at short times, which reaches Γ/ħ = 2σ²/(ħv) at t = ħ/v. Well inside the band, the golden-rule rate is thus first approached on the scale ħ/v. Near a band edge it takes longer, a time of order ħ/(2J − |ε_k|), because the energy of the state must first be distinguished from the edge. At second order in V the rate then oscillates about Γ/ħ, with an amplitude that falls only slowly because of the sharp band edges.

The next terms set the regime. When two sites are visited alternately, the self-energy acquires a term σ⁴ Σ_x g(x)³e^{−ikx}, where g(x) ≈ −i e^{ik|x|}/v is the clean propagator over x sites, derived below. The phases in the sum are 2k|x| and 4k|x|. Away from values where these are multiples of 2π, the oscillating sums are of order one, and the term is of order σ⁴/v³. Relative to Γ this is of order σ²/v². At the band centre, 4k = 2π, the terms add in phase and the estimate fails. At a band edge v→0, and the weak-disorder expansion fails altogether.

**What a finite cell does to the golden rule**

The sum for Γ can also be done at finite N. First find the clean propagator of an infinite chain from

z g(x) + J[g(x+1) + g(x−1)] = δ_{x0}.

Try g(x) = C q^{|x|}, with q = e^{iκ} and |q| < 1. For x ≠ 0 this requires z = −J(q + 1/q) = −2J cos κ. At x = 0 it requires C(z + 2Jq) = 1. Since z + 2Jq = J(q − 1/q) = 2iJ sin κ,

C = 1/(2iJ sin κ).

On a ring, a particle can also return after circling m times in either direction. Summing these images gives

(1/N) Σ_k' 1/(z − ε_k') = C(1 + 2 Σ_{m≥1} q^{mN})
= C(1 + q^N)/(1 − q^N).

Set z = ε_k + iη. For small η, dz/dκ = v gives κ ≈ k + iη/v, and C ≈ −i/v. Because kN is a multiple of 2π, q^N ≈ e^{−ηN/v}. With (1 + e^{−s})/(1 − e^{−s}) = coth(s/2), the finite-cell expression is

Γ_N(η) = Γ coth(ηN/2v).

For ηN ≫ v it tends to Γ. For ηN ≪ v it becomes 2vΓ/(ηN) = 4σ²/(ηN), which diverges as η→0. Two degenerate levels, k and −k, then dominate the sum, and no continuum of final states is being sampled. Midway between clean levels q^N is negative instead, coth becomes tanh, and the sum goes to zero with η. The two outcomes at neighbouring energies show that the small-η sum is no decay rate.

When the matrix elements of V, of order σ/√N, are small compared with the distance 2πv/N to the next pair of clean levels, the degenerate pair must be diagonalized before anything else. In the basis |k⟩, |−k⟩ the Hamiltonian has diagonal entries ε_k + v̄ and off-diagonal entries of modulus |V_2k|, where V_2k = (1/N) Σ_j v_j e^{−2ikj}. Its eigenvalues are

E_± = ε_k + v̄ ± |V_2k|.

Each has weight 1/2 on |k⟩ to this order. The splitting 2|V_2k| has rms value 2σ/√N. It looks like a smeared band once broadened, but it shrinks with cell size, while Γ does not.

**Why one huge cell can suffice**

At fixed η > 0, the propagator between distant sites decays exponentially even with disorder. To see this, choose a site i, let d_j be the ring distance from i to j, and multiply site amplitudes by e^{μd_j}. This changes z − H only through its hopping terms, by an operator of norm at most 2J(e^μ − 1). Choose μ > 0 so that this bound is η/2. Since the inverse of z − H has norm at most 1/η, the transformed inverse has norm at most 1/(η − η/2) = 2/η. Undoing the transformation gives

|G_ji| ≤ (2/η)e^{−μd_j}.

The sum c = Σ_j |G_ji| is therefore bounded independently of N. Now vary one site energy:

∂G_kk/∂v_l = ⟨k|G|l⟩⟨l|G|k⟩.

Each factor is at most c/√N, so one site changes G_kk by an amount of order 1/N. The variance of a function of independent variables is at most the sum of the mean variances found by varying one at a time. Here there are N contributions of order 1/N², so the variance is of order 1/N. One cell approaches the disorder average as N→∞.

The bound on c grows as η→0, so the argument gives no control if η is reduced at fixed N. Hence the order: first enlarge the cell at fixed η, then reduce η. In practice one wants η ≫ v/N, and enough sites for the remaining fluctuations to be small. If the width is read directly from the plot, η ≪ Γ is needed too; if 2η is subtracted, η may be comparable with Γ.

**Averaging many small cells**

Averaging is useful, but a smooth averaged curve is not by itself proof of convergence. Consider the moments ⟨k|H^m|k⟩. Each is a sum over walks with m steps, where a step is a hop or a visit to a site energy. A ring differs from an infinite chain when a walk meets the same v_j after going around, because the infinite chain would supply two independent energies. This needs N hops and at least two site-energy factors. The averaged moments therefore agree through m = N + 1.

At m = N + 2 the new walks start with v_j, hop N times in one direction and end with v_j. Their Bloch phase is one, their mean is σ²(−J)^N, and there are two directions. The difference between ring and infinite chain is

2σ²(−J)^N.

For N = 5, J = 1 eV and site energies ±0.2 eV, this is −2 × 0.04 = −0.0800 eV⁷. Averages over every configuration of 5-site and 10-site rings give this difference at m = 7 and none at lower m; the 10-site ring still has its infinite-chain moments at that order.

Multiplied by (−i/ħ)^m/m!, these moments are the Taylor coefficients of the averaged a(t). Small cells thus reproduce the early evolution, over a time that grows with N. They carry no such guarantee for the later times needed to resolve a narrow line.

**The refutation in numbers**

Take J = 1 eV, σ = 0.2 eV and k = 2π/5, with uniformly distributed site energies. These are model parameters, not those of a material. Here v = 1.9021 eV, and

Γ = 2(0.2 eV)²/(1.9021 eV) = 0.0421 eV = 42.1 meV.

The lifetime is 15.6 fs. The mean level spacing is 1/(Nρ) = πv/N, which equals Γ at about 142 sites.

A 40-site cell has a mean spacing of 149 meV. Its two heaviest lines have weights 0.474 and 0.455, 64.5 meV apart. The first-order pair splitting is 58.0 meV, so the gap is mostly the finite-size effect derived above. Drawing the heaviest line with η = 0.25, 0.50 and 1.00 meV gives full widths of 0.500, 1.000 and 2.000 meV. Read as lifetimes, these would differ by a factor of four for one and the same set of levels.

The rms spread in this cell is 202 meV, nearly five times Γ. It comes mainly from the 7% of weight outside the two heavy lines: small weights far away count strongly in a second moment. In time, the cell never completes the decay. For nondegenerate levels, averaging |a|² over long times removes the cross terms and leaves Σ_n w_n². The two heavy lines give 0.474² + 0.455² = 0.432, which is also the full sum to three digits. The initial state keeps a mean occupation of 43%.

The golden-rule sum shows the same lack of resolution. At N = 40 and η = 10 meV, ηN/2v = 0.105 and the sum gives 401 meV. At η = 100 meV it gives 53.7 meV, closer to Γ but with a broadening larger than the width sought. For 200000 sites and η = 5 meV it gives 42.1 meV.

A measure of spread that needs no η and is insensitive to remote tails is the interquartile range, the energy interval between the points where the accumulated weight reaches 1/4 and 3/4. For a Lorentzian the accumulated weight is

1/2 + (1/π) arctan[2(E − ε_k)/Γ],

so these points lie at ε_k ± Γ/2 and the range equals Γ. Its values in disordered cells are:

N = 40: mean 52.9 meV, scatter 28.7 meV
N = 200: mean 29.2 meV, scatter 23.5 meV
N = 800: mean 41.5 meV, scatter 13.0 meV

The scatter is the standard deviation between cells. With 400, 80 and 16 cells the means themselves are uncertain by about 1.4, 2.6 and 3.3 meV. The mean does not approach Γ steadily. At 40 sites the mean is comparable with the rms pair splitting 2σ/√N of 63 meV, as expected when one pair of levels carries most of the weight. At 200 sites the two numbers, 29 and 28 meV, are also close, but agreement between averages does not show that the splitting sets the range in each cell. At 800 sites the mean over 16 cells is close to Γ, yet a single cell still scatters by 31% of that mean. Having a spacing below Γ is not enough for an accurate lifetime from one cell.

Now take one cell of 200000 sites, with spacing 0.03 meV. A Lorentzian fit, after subtraction of 2η, gives

η = 20 meV: 43.8 meV
η = 10 meV: 44.0 meV
η = 5 meV: 44.1 meV

A fourfold change in broadening now moves the inferred width by less than 1% in this cell; in other cells of the same size the change can reach 2 to 3%. Stability alone is not the evidence: in the 40-site cell, subtracting 2η from the drawn widths gives zero for all three broadenings. The difference is that every η used here is far above the level spacing, so the width that remains belongs to a resolved line. The values lie 4 to 5% above the leading-order Γ. For σ = 0.3 eV the fit gives 99.1 meV against 94.6 meV, again about 5% high. A correction proportional to σ²/v² alone would have more than doubled in relative size, so it does not explain the whole excess. The σ⁴ terms of the averaged self-energy (alternating visits, nested visits and the fourth cumulant of one site) raise the fitted width by about 1.4% at σ = 0.2 eV and 3.4% at σ = 0.3 eV, and other cells of this size typically give 42 to 43 meV at σ = 0.2 eV. The rest of the excess is sampling fluctuation of this particular cell.

The scaling is clear nevertheless. Raising σ by a factor 1.5 raises the fitted width at η = 10 meV by 99.1/44.0 = 2.25, close to the factor 1.5² of the golden rule. The agreement to three digits is accidental: the σ⁴ terms raise the expected ratio to about 2.29, and it varies by about 1% between cells. The rms spread would rise by 1.5. Both fits use the same pattern of site energies, rescaled, so part of the sampling noise cancels in the ratio.

Evolution in time gives a check without any η. In the huge cell the occupation of |k⟩ is 0.598, 0.359 and 0.124 after 7.8, 15.6 and 31.3 fs. The exponential with the golden-rule rate gives 0.607, 0.368 and 0.135. The decay is slightly faster than leading order, in the same direction as the fitted widths. Both results come from the same cell, so their agreement does not show that the excess would survive an average over cells.

The belief thus becomes a usable approximation under stated conditions: weak disorder, a cell large enough to average over its own disorder, and a broadening well above the level spacing that is either small compared with the physical width or subtracted from the fitted one. The practical check is to enlarge the cell at fixed η, then lower η, and accept a width when Γ_fit = w_fit − 2η, with w_fit the full width of the fitted line, has stopped moving in both stages while η is still well above the level spacing. Below the spacing the fit to a single level also stops moving, but at zero. The numerical output below shows the second stage, lowering η in one cell of 200000 sites; the first stage, enlarging the cell at fixed η, rests here on the variance argument above. It cannot be skipped: the cell shown is stable in η yet lies about 3% above the average over cells, and at η = 10 meV the scatter between cells is still about 7 meV at 5000 sites and 3 meV at 20000, falling as 1/√N. These sizes and the formulas for Γ belong to a single-band chain with uncorrelated site-diagonal disorder; several bands, hopping disorder, short-range order or three dimensions change them.

Numbers as computed

```
hopping J = 1.0 eV, disorder rms sigma = 0.2 eV
k = 0.4 pi, band energy = -0.6180 eV
v = 1.9021 eV
golden-rule full width Gamma = 42.06 meV
lifetime hbar/Gamma = 15.65 fs
cell size where spacing = Gamma: 142 sites
N = 40: mean spacing pi v/N = 149.4 meV
  line at -0.6135 eV, weight 0.474
  line at -0.6780 eV, weight 0.455
  line at -0.9117 eV, weight 0.024
  line at -0.3180 eV, weight 0.011
  eta = 0.25 meV: drawn full width 0.500 meV
  eta = 0.50 meV: drawn full width 1.000 meV
  eta = 1.00 meV: drawn full width 2.000 meV
  rms spread of weights = 202.2 meV
  gap of two heaviest lines = 64.5 meV
  first-order splitting 2|V_2k| = 58.0 meV
  long-time mean survival = 0.432
golden-rule sum N=40, eta=10 meV: 401.47 meV
golden-rule sum N=40, eta=100 meV: 53.68 meV
golden-rule sum N=200000, eta=5 meV: 42.06 meV
moment 7, N=5 minus N=10: -0.0800 eV^7
quartile range N=40, 400 cells: mean 52.9, scatter 28.7 meV
quartile range N=200, 80 cells: mean 29.2, scatter 23.5 meV
quartile range N=800, 16 cells: mean 41.5, scatter 13.0 meV
one cell N = 200000: spacing 0.0299 meV
  sigma=0.2 eV, eta=20 meV: fit-2eta = 43.80, Gamma = 42.06 meV
  sigma=0.2 eV, eta=10 meV: fit-2eta = 44.00, Gamma = 42.06 meV
  sigma=0.2 eV, eta=5 meV: fit-2eta = 44.07, Gamma = 42.06 meV
  sigma=0.3 eV, eta=10 meV: fit-2eta = 99.09, Gamma = 94.63 meV
  t = 7.82 fs: survival 0.598, exponential 0.607
  t = 15.65 fs: survival 0.359, exponential 0.368
  t = 31.30 fs: survival 0.124, exponential 0.135
```
